# HEMT access impedances from cold bias and their effect on intrinsic uncertainty: a numerical check

```python
# Result under test: series access elements of a HEMT follow from cold-bias
# (zero drain voltage) two-port data at several gate voltages, and their
# covariance C gives the covariance G C G^T of the intrinsic elements.
# Cold parameters p = (Rg, Rs, Rd, Lg, Ls, Ld, K, Vth, Cg), where the channel
# resistance is Rch = K/(V - Vth) and Cg is the total gate capacitance.
# Intrinsic elements: gm, gds, Cgs, Cgd, Cds, Ri, tau, and the ratio gm/Cgs.
# Consistent units: ohm, siemens, pH, pF, ps, rad/ps, volt.
# Port 1 is the gate, port 2 the drain, and the source is common.
import numpy as np
from scipy import constants as const

rng = np.random.default_rng(12)
Z0 = 50.0
EYE = np.eye(2)
SIGMA_S = 0.002

# Geometry and material: rough typical AlGaN/GaN values
gate_length, gate_width, barrier = 250e-9, 400e-6, 20e-9
mobility, eps_rel, mass_rel = 0.15, 9.5, 0.2
cg_true = eps_rel * const.epsilon_0 * gate_length * gate_width / barrier * 1e12
k_true = gate_length**2 / (mobility * cg_true * 1e-12)
p_true = np.array([1.0, 1.2, 2.0, 40.0, 3.0, 35.0, k_true, -3.0, cg_true])
p_names = ["Rg", "Rs", "Rd", "Lg", "Ls", "Ld", "K", "Vth", "Cg"]
p_units = ["ohm", "ohm", "ohm", "pH", "pH", "pH", "ohm V", "V", "pF"]
bias = np.array([-2.6, -2.2, -1.8, -1.0, 0.0])
freq_ghz = np.arange(2.0, 41.0, 2.0)
omega = 2 * np.pi * freq_ghz * 1e-3
hot_ghz = 10.0
w_hot = 2 * np.pi * hot_ghz * 1e-3
# gm, gds, Cgs, Cgd, Cds, Ri, tau
q_true = np.array([0.140, 0.006, 0.45, 0.045, 0.10, 0.5, 1.0])


def matrix(a, b, c, d):
    a, b, c, d = np.broadcast_arrays(a, b, c, d)
    return np.stack([np.stack([a, b], -1), np.stack([c, d], -1)], -2)


def access_z(p, w):
    zg, zs, zd = [p[i] + 1j * w * p[i + 3] for i in range(3)]
    return matrix(zg + zs, zs, zs, zd + zs)


def line_z(rch, cg, w, leak=0.0):
    theta = np.sqrt(rch * (leak + 1j * w * cg) + 0j)
    z12 = rch * np.tanh(theta / 2) / theta
    return matrix(rch / (theta * np.tanh(theta)), z12, z12, 2 * z12)


def cold_z(p, voltages=bias, w=omega):
    rch = p[6] / (voltages[:, None] - p[7])
    return access_z(p, w) + line_z(rch, p[8], w)


def z_to_s(z):
    return EYE - 2 * Z0 * np.linalg.inv(z + Z0 * EYE)


def s_to_z(s):
    return 2 * Z0 * np.linalg.inv(EYE - s) - Z0 * EYE


def ladder_z(rch, cg, w, sections=80):
    # Nodal analysis of a discrete RC ladder; node 0 is the grounded source
    n = sections
    y = np.zeros((n + 2, n + 2), complex)

    def branch(i, j, value):
        y[i, i] += value
        y[j, j] += value
        y[i, j] -= value
        y[j, i] -= value

    for i in range(n):
        branch(i, i + 1, n / rch)
    for i in range(n + 1):
        weight = 0.5 if i in (0, n) else 1.0
        branch(i, n + 1, 1j * w * cg * weight / n)
    drive = np.zeros((n + 1, 2))
    drive[n, 0] = 1.0
    drive[n - 1, 1] = 1.0
    return np.linalg.solve(y[1:, 1:], drive)[[n, n - 1], :]


def closed_form_start(z):
    r = z.real.mean(axis=1)
    r11, r12, r22 = r[:, 0, 0], r[:, 0, 1], r[:, 1, 1]
    a, b, c = 0, len(bias) // 2, len(bias) - 1
    ratio = (r22[a] - r22[b]) / (r22[b] - r22[c])
    ratio *= (bias[c] - bias[b]) / (bias[b] - bias[a])
    vth = (ratio * bias[a] - bias[c]) / (ratio - 1)
    x = 1 / (bias - vth)
    k = np.polyfit(x, r22, 1)[0]
    im = z.imag.mean(axis=0)
    ls = np.mean(im[:, 0, 1] / omega)
    ld = np.mean((im[:, 1, 1] - im[:, 0, 1]) / omega)
    slope, intercept = np.polyfit(omega**2, omega * im[:, 0, 0], 1)
    return np.array([np.mean(r11 - r12 + k * x / 6), np.mean(r12 - k * x / 2),
                     np.mean(r22 - r12 - k * x / 2), slope - ls, ls, ld,
                     k, vth, -1 / intercept])


def as_real(s):
    return np.concatenate([s.real.ravel(), s.imag.ravel()])


scale = np.array([1, 1, 1, 10, 10, 10, 1, 1, 1.0])


def jacobian(p):
    columns = []
    for i in range(9):
        step = np.zeros(9)
        step[i] = 1e-5 * scale[i]
        diff = z_to_s(cold_z(p + step)) - z_to_s(cold_z(p - step))
        columns.append(as_real(diff) / (2 * step[i]))
    return np.array(columns).T


def fit(s_measured):
    p = closed_form_start(s_to_z(s_measured))
    for _ in range(25):
        jac = jacobian(p)
        residual = as_real(s_measured - z_to_s(cold_z(p)))
        move = np.linalg.solve(jac.T @ jac, jac.T @ residual)
        p = p + move
        if np.max(np.abs(move) / scale) < 1e-6:
            return p
    raise AssertionError("Gauss-Newton did not converge")


def hot_z(q, p, w, pad=0.0):
    # Nodes: 0 gate pad, 1 drain pad, 2 gate, 3 drain, 4 source, 5 Cgs-Ri joint
    gm, gds, cgs, cgd, cds, ri, tau = q
    y = np.zeros((6, 6), complex)

    def branch(i, j, value):
        y[i, i] += value
        y[j, j] += value
        y[i, j] -= value
        y[j, i] -= value

    branch(0, 2, 1 / (p[0] + 1j * w * p[3]))
    branch(1, 3, 1 / (p[2] + 1j * w * p[5]))
    y[4, 4] += 1 / (p[1] + 1j * w * p[4])
    branch(2, 5, 1j * w * cgs)
    branch(5, 4, 1 / ri)
    branch(2, 3, 1j * w * cgd)
    branch(3, 4, gds + 1j * w * cds)
    source = gm * np.exp(-1j * w * tau)
    y[3, 2] += source
    y[3, 5] -= source
    y[4, 2] -= source
    y[4, 5] += source
    y[0, 0] += 1j * w * pad
    y[1, 1] += 1j * w * pad
    return np.linalg.inv(y)[:2, :2]


def intrinsic(z, p, w):
    y = np.linalg.inv(z - access_z(p, w))
    y_gs = y[0, 0] + y[0, 1]
    y_ds = y[1, 1] + y[0, 1]
    cgs = -1 / (w * (1 / y_gs).imag)
    gm_complex = (y[1, 0] - y[0, 1]) * 1j * w * cgs / y_gs
    gm = abs(gm_complex)
    return np.array([gm, y_ds.real, cgs, -y[0, 1].imag / w, y_ds.imag / w,
                     (1 / y_gs).real, -np.angle(gm_complex) / w, gm / cgs])


def gradient(z, p, w, h=1e-3):
    g = np.zeros((8, 9))
    for i in range(6):
        step = np.zeros(9)
        step[i] = h
        g[:, i] = (intrinsic(z, p + step, w) - intrinsic(z, p - step, w)) / (2 * h)
    return g


# Test: distributed channel against the ladder, and its small-frequency terms
r_test, w_test = 10.0, 2 * np.pi * 5e-3
z_ladder = ladder_z(r_test, cg_true, w_test)
assert np.allclose(z_ladder, line_z(r_test, cg_true, w_test), rtol=1e-3)
l12 = z_ladder[0, 1].imag / w_test
l11 = (z_ladder[0, 0].imag + 1 / (w_test * cg_true)) / w_test
assert abs(l12 / (-r_test**2 * cg_true / 24) - 1) < 3e-3
assert abs(l11 / (-r_test**2 * cg_true / 45) - 1) < 3e-3
assert np.allclose([z_ladder[0, 0].real, z_ladder[0, 1].real, z_ladder[1, 1].real],
                   [r_test / 3, r_test / 2, r_test], rtol=3e-3)


# Test: how many gate voltages make the resistances identifiable
def singular_ratio(voltages):
    columns = []
    for i in (0, 1, 2, 6, 7):
        step = np.zeros(9)
        step[i] = 1e-4
        w = np.array([2 * np.pi * 1e-5])
        d = (cold_z(p_true + step, voltages, w)
             - cold_z(p_true - step, voltages, w)).real / 2e-4
        columns.append(np.concatenate([d[..., 0, 0].ravel(), d[..., 0, 1].ravel(),
                                       d[..., 1, 1].ravel()]))
    values = np.linalg.svd(np.array(columns).T, compute_uv=False)
    return values[-1] / values[0]


ratio_two, ratio_three = singular_ratio(bias[[0, 4]]), singular_ratio(bias[[0, 2, 4]])
assert ratio_two < 1e-5 and ratio_three > 1e-3

# Test: a rise of Rch at one bias is hidden by shifts of Rg, Rs, Rd
w_dc = 2 * np.pi * 1e-5
hidden = p_true.copy()
hidden[:3] += 0.3 * np.array([1 / 6, -0.5, -0.5])
z_a = access_z(p_true, w_dc) + line_z(1.0, cg_true, w_dc)
z_b = access_z(hidden, w_dc) + line_z(1.3, cg_true, w_dc)
assert np.max(np.abs((z_a - z_b).real)) < 1e-6

# Test: first-order map from scattering errors to impedance errors
z_one = cold_z(p_true)[2, 5]
ds = np.array([[1, 2j], [0.5, -1j]]) * 1e-6
dz = (s_to_z(z_to_s(z_one) + ds) - s_to_z(z_to_s(z_one) - ds)) / 2
dz_formula = (z_one + Z0 * EYE) @ ds @ (z_one + Z0 * EYE) / (2 * Z0)
assert np.allclose(dz, dz_formula, rtol=1e-5, atol=1e-10)

# Test: the fit recovers the elements from ladder-generated data
ladder_data = np.array([[access_z(p_true, w) + ladder_z(k_true / (v + 3.0), cg_true, w)
                         for w in omega] for v in bias])
p_ladder = fit(z_to_s(ladder_data))
assert np.max(np.abs(p_ladder - p_true)) < 3e-3

# Test: de-embedding recovers the elements of the nodal network
z_hot = hot_z(q_true, p_true, w_hot)
q_full = np.append(q_true, q_true[0] / q_true[2])
assert np.allclose(intrinsic(z_hot, p_true, w_hot), q_full, rtol=1e-8)
y_hot = np.linalg.inv(z_hot - access_z(p_true, w_hot))
e_mat = np.array([[0.7, 0.3], [0.3, 0.9]])
core = z_hot - access_z(p_true, w_hot)
dy = (np.linalg.inv(core - 1e-4 * e_mat) - np.linalg.inv(core + 1e-4 * e_mat)) / 2e-4
assert np.allclose(dy, y_hot @ e_mat @ y_hot, rtol=1e-4, atol=1e-9)

# Test: low-frequency sensitivities against finite differences
gm, gds, cgs, cgd, cds, ri, tau = q_true
w_low = 2 * np.pi * 1e-4
g_low = gradient(hot_z(q_true, p_true, w_low), p_true, w_low)
total = gm + gds
expected = {(0, 1): gm * total, (0, 2): gm * gds, (1, 1): gds * total,
            (1, 2): gds**2, (2, 1): total * cgs, (2, 2): -total * cgd,
            (3, 1): -gds * cgs, (3, 2): gds * cgd,
            (5, 4): -total / cgs, (5, 5): total * cgd / cgs**2,
            (6, 5): -(gds + total * cgd / cgs)}
for (row, col), value in expected.items():
    assert abs(g_low[row, col] / value - 1) < 2e-3, (row, col)
assert abs(g_low[0, 0]) < 1e-4 * gm * total
w_one = 2 * np.pi * 1e-3
g_one = gradient(hot_z(q_true, p_true, w_one), p_true, w_one)
second_order = -w_one**2 * (cgs + cds - gm * tau + gds * ri * cgs)
assert abs(g_one[2, 4] / cgs / second_order - 1) < 0.02

# Test: gm/Cgs and tau do not respond to gate or source branch errors
g_hot = gradient(z_hot, p_true, w_hot)
assert np.max(np.abs(g_hot[6:8][:, [0, 1, 3, 4]])) < 1e-8
assert abs(g_hot[7, 2]) > 1e-3
invariant = -1j * w_hot * (core[1, 0] - core[0, 1]) / (core[1, 1] - core[0, 1])
assert abs(invariant - gm / cgs * np.exp(-1j * w_hot * tau)) < 1e-9

# Covariance from the Jacobian, and sampling of the whole procedure
jac_true = jacobian(p_true)
info = jac_true.T @ jac_true / SIGMA_S**2
cov = np.linalg.inv(info)
sigma_p = np.sqrt(np.diag(cov))
sigma_q = np.sqrt(np.diag(g_hot @ cov @ g_hot.T))
sigma_q_diag = np.sqrt(np.diag(g_hot @ np.diag(np.diag(cov)) @ g_hot.T))
keep = [0, 1, 2, 3, 4, 5, 6, 8]
sigma_rs_known = np.sqrt(np.linalg.inv(info[np.ix_(keep, keep)])[1, 1])
s_clean = z_to_s(cold_z(p_true))


def noisy():
    noise = rng.normal(size=s_clean.shape) + 1j * rng.normal(size=s_clean.shape)
    return s_clean + SIGMA_S * noise


s_example = noisy()
p_start = closed_form_start(s_to_z(s_example))
p_fit = fit(s_example)
q_fit = intrinsic(z_hot, p_fit, w_hot)
trials = 400
p_samples = np.array([fit(noisy()) for _ in range(trials)])
q_samples = np.array([intrinsic(z_hot, p, w_hot) for p in p_samples])
sampled_p, sampled_q = p_samples.std(axis=0, ddof=1), q_samples.std(axis=0, ddof=1)
# Sampling error of a standard deviation is about 3.5 percent for 400 trials
assert np.max(np.abs(sampled_p / sigma_p - 1)) < 0.16
assert np.max(np.abs(sampled_q / sigma_q - 1)) < 0.16
corr = cov[1, 2] / (sigma_p[1] * sigma_p[2])
cov_q = g_hot @ cov @ g_hot.T
corr_q = cov_q[0, 2] / (sigma_q[0] * sigma_q[2])

# Noise of one operating-bias measurement at one frequency
variance = np.zeros(8)
s_hot = z_to_s(z_hot)
for i in range(2):
    for j in range(2):
        for unit in (1, 1j):
            d = np.zeros((2, 2), complex)
            d[i, j] = 1e-6 * unit
            slope = (intrinsic(s_to_z(s_hot + d), p_true, w_hot)
                     - intrinsic(s_to_z(s_hot - d), p_true, w_hot)) / 2e-6
            variance += (SIGMA_S * slope)**2
hot_noise = np.sqrt(variance)

# Sizes of neglected effects, each passed through the extraction
overdrive = (bias - p_true[7])[:, None]
rch_true = k_true / overdrive
acc = access_z(p_true, omega)
effects = []


def record(name, z_cold, z_operating):
    p = fit(z_to_s(z_cold))
    dq = intrinsic(z_operating, p, w_hot) - q_full
    effects.append((name, p - p_true, dq))


hot_access = p_true.copy()
heat_factor = (400 / 300)**1.8
hot_access[1:3] *= heat_factor
record("access at 400 K", cold_z(p_true), hot_z(q_true, hot_access, w_hot))
record("mobility law", acc + line_z(k_true * overdrive**-0.9, cg_true, omega), z_hot)
tau_m = mobility * mass_rel * const.m_e / const.e * 1e12
record("kinetic induct.", acc + line_z(rch_true * (1 + 1j * omega * tau_m),
                                       cg_true, omega), z_hot)
pad = 0.005
pad_cold = np.linalg.inv(np.linalg.inv(cold_z(p_true))
                         + 1j * omega[:, None, None] * pad * EYE)
record("5 fF pads", pad_cold, hot_z(q_true, p_true, w_hot, pad))
leak = 1e-6 / (const.k * 300 / const.e)
record("1 uA gate leak", acc + line_z(rch_true, cg_true, omega, leak), z_hot)

print(f"gate {gate_length*1e9:.0f} nm x {gate_width*1e6:.0f} um, "
      f"barrier {barrier*1e9:.0f} nm, permittivity {eps_rel}")
print(f"mobility {mobility*1e4:.0f} cm2/Vs, mass {mass_rel} m_e")
print("cold gate voltages (V):", *bias)
print(f"cold frequencies {freq_ghz[0]:.0f} to {freq_ghz[-1]:.0f} GHz, "
      f"{len(freq_ghz)} points; operating {hot_ghz:.0f} GHz")
print(f"S noise per component {SIGMA_S}; near a short {Z0/2*SIGMA_S:.3f} ohm")
print(f"Rch from {rch_true[0,0]:.3f} to {rch_true[-1,0]:.3f} ohm")
print(f"line term -Rch^2 Cg/24 at lowest bias {-rch_true[0,0]**2*cg_true/24:.4f} pH")
print(f"singular-value ratio: 2 biases {ratio_two:.1e}, 3 biases {ratio_three:.1e}")
print("cold element: true, start, refined, sigma, sampled sigma")
for i in range(9):
    print(f"{p_names[i]:4s} {p_true[i]:9.4f} {p_start[i]:9.4f} {p_fit[i]:9.4f} "
          f"{sigma_p[i]:8.4f} {sampled_p[i]:8.4f} {p_units[i]}")
print(f"correlation Rs-Rd {corr:.3f}; gm-Cgs {corr_q:.4f}")
print(f"sigma Rs if Vth were known {sigma_rs_known:.4f} ohm")
print("intrinsic: true, extracted, sigma, sampled, sigma without correlations")
q_names = ["gm", "gds", "Cgs", "Cgd", "Cds", "Ri", "tau", "gm/Cgs"]
q_units = ["mS", "mS", "fF", "fF", "fF", "ohm", "ps", "rad/ns"]
factor = np.array([1e3, 1e3, 1e3, 1e3, 1e3, 1, 1, 1e3])
for i in range(8):
    f = factor[i]
    print(f"{q_names[i]:6s} {q_full[i]*f:9.4f} {q_fit[i]*f:9.4f} {sigma_q[i]*f:8.4f} "
          f"{sampled_q[i]*f:8.4f} {sigma_q_diag[i]*f:8.4f} {q_units[i]}")
print(f"low-frequency dgm/dRs {gm*total*1e3:.3f} mS/ohm, "
      f"dgm/dRd {gm*gds*1e3:.3f} mS/ohm")
print(f"at {hot_ghz:.0f} GHz dgm/dRs {g_hot[0,1]*1e3:.3f}, "
      f"dgm/dRd {g_hot[0,2]*1e3:.3f} mS/ohm")
print(f"low-frequency dCgs/dRs {total*cgs*1e3:.3f}, "
      f"dCgs/dRd {-total*cgd*1e3:.3f} fF/ohm")
print(f"at {hot_ghz:.0f} GHz dCgs/dRs {g_hot[2,1]*1e3:.3f}, "
      f"dCgs/dRd {g_hot[2,2]*1e3:.3f} fF/ohm")
print(f"at {hot_ghz:.0f} GHz dgm/dLs {g_hot[0,4]*1e3:.4f} mS/pH, "
      f"dRi/dLs {g_hot[5,4]:.4f} ohm/pH")
print(f"operating noise: gm {hot_noise[0]*1e3:.3f} mS, Cgs {hot_noise[2]*1e3:.3f} fF, "
      f"Ri {hot_noise[5]:.3f} ohm")
print(f"heating factor of Rs and Rd {heat_factor:.3f}; momentum time {tau_m:.3f} ps")
print(f"leak conductance {leak*1e3:.4f} mS; mobility law: Rch ~ overdrive^-0.9")
print("neglected effect: shifts of Rg, Rs (ohm), Ls (pH), gm (mS), Cgs (fF), Ri (ohm)")
for name, dp, dq in effects:
    print(f"{name:16s} {dp[0]:8.4f} {dp[1]:8.4f} {dp[4]:8.4f} "
          f"{dq[0]*1e3:8.3f} {dq[2]*1e3:8.3f} {dq[5]:8.4f}")
au_g = const.e**2 / const.hbar
au_c = 4 * np.pi * const.epsilon_0 * const.physical_constants["Bohr radius"][0]
print(f"extracted gm {q_fit[0]/au_g:.2f} e^2/hbar; "
      f"Cgs {q_fit[2]*1e-12/au_c:.4e} atomic units")
print("all good")
```

Running it gives:

```
gate 250 nm x 400 um, barrier 20 nm, permittivity 9.5
mobility 1500 cm2/Vs, mass 0.2 m_e
cold gate voltages (V): -2.6 -2.2 -1.8 -1.0 0.0
cold frequencies 2 to 40 GHz, 20 points; operating 10 GHz
S noise per component 0.002; near a short 0.050 ohm
Rch from 2.477 to 0.330 ohm
line term -Rch^2 Cg/24 at lowest bias -0.1075 pH
singular-value ratio: 2 biases 2.9e-09, 3 biases 2.8e-02
cold element: true, start, refined, sigma, sampled sigma
Rg      1.0000    1.0067    1.0030   0.0080   0.0083 ohm
Rs      1.2000    1.1911    1.2000   0.0094   0.0095 ohm
Rd      2.0000    2.0081    2.0163   0.0109   0.0107 ohm
Lg     40.0000   39.9958   39.9866   0.0548   0.0526 pH
Ls      3.0000    2.9502    2.9966   0.0275   0.0276 pH
Ld     35.0000   35.3987   35.0451   0.0464   0.0479 pH
K       0.9907    1.0120    0.9765   0.0325   0.0327 ohm V
Vth    -3.0000   -3.0079   -2.9956   0.0112   0.0113 V
Cg      0.4206    0.4206    0.4205   0.0002   0.0002 pF
correlation Rs-Rd 0.480; gm-Cgs 0.9888
sigma Rs if Vth were known 0.0057 ohm
intrinsic: true, extracted, sigma, sampled, sigma without correlations
gm      140.0000  140.0150   0.1958   0.1981   0.1916 mS
gds       6.0000    5.9994   0.0070   0.0071   0.0072 mS
Cgs     450.0000  449.9087   0.5838   0.5911   0.6192 fF
Cgd      45.0000   45.0038   0.0260   0.0264   0.0267 fF
Cds     100.0000  100.0013   0.1975   0.2042   0.1677 fF
Ri        0.5000    0.4992   0.0129   0.0129   0.0153 ohm
tau       1.0000    0.9968   0.0018   0.0018   0.0018 ps
gm/Cgs  311.1111  311.2076   0.0703   0.0690   0.0702 rad/ns
low-frequency dgm/dRs 20.440 mS/ohm, dgm/dRd 0.840 mS/ohm
at 10 GHz dgm/dRs 20.389, dgm/dRd 0.840 mS/ohm
low-frequency dCgs/dRs 65.700, dCgs/dRd -6.570 fF/ohm
at 10 GHz dCgs/dRs 65.536, dCgs/dRd -6.555 fF/ohm
at 10 GHz dgm/dLs -0.2274 mS/pH, dRi/dLs -0.3236 ohm/pH
operating noise: gm 1.165 mS, Cgs 5.345 fF, Ri 0.420 ohm
heating factor of Rs and Rd 1.678; momentum time 0.171 ps
leak conductance 0.0387 mS; mobility law: Rch ~ overdrive^-0.9
neglected effect: shifts of Rg, Rs (ohm), Ls (pH), gm (mS), Cgs (fF), Ri (ohm)
access at 400 K    0.0000  -0.0000   0.0000  -15.747  -39.444   0.7081
mobility law      -0.0078   0.0233  -0.0016    0.496    1.379  -0.0123
kinetic induct.   -0.0003   0.0009   0.0869    0.000    0.015  -0.0258
5 fF pads         -0.0265  -0.0023  -0.0465   -0.146    5.103  -0.0324
1 uA gate leak     0.0176   0.0000  -0.0001    0.000    0.001  -0.0194
extracted gm 575.21 e^2/hbar; Cgs 7.6413e+07 atomic units
all good
```
